\section*{Free-energy error of smearing and the matched Gaussian width}

\section{A metal on a finite mesh}

In a plane-wave calculation for a metal, the sum over the Brillouin zone is made on a finite set of $k$-points. With sharp occupations, a level that crosses the Fermi energy changes its occupation by a whole step, and the energy converges slowly with the mesh. Smearing replaces the step by a smooth function of width $\sigma$. The mesh can then be coarser, but the energy is no longer that of the sharp Fermi sea. How large is this bias, and which Gaussian width gives the same bias as Fermi--Dirac occupations at temperature $T$?

Let $D(t)$ be a dimensionless broadening with moments
\begin{equation}
m_p=\int_{-\infty}^{\infty}t^pD(t)\,dt,\qquad m_0=1,\quad m_1=0 .
\end{equation}
A level $\varepsilon$ has the occupation
\begin{equation}
f(x)=\int_{-\infty}^{x}D(t)\,dt,\qquad x=\frac{\mu-\varepsilon}{\sigma}.
\end{equation}
The density of states $N(\varepsilon)$ is per cell and counts both spins. Until the section on mesh error, the mesh is taken as converged.

\section{Simplest case: a constant density of states}

Let $N$ be constant over the range where occupations change, and let $D$ be even. Electrons added above $E_F$ then balance those removed below it, so $\mu=E_F$. Put $u=(\varepsilon-E_F)/\sigma$ and $q(u)=\int_u^\infty D(t)\,dt$. Relative to the sharp step, the occupation changes by $q(u)$ for $u>0$ and by $-q(|u|)$ for $u<0$. Multiplied by $u$, both sides contribute equally:
\begin{align}
E-E_0&=2N\sigma^2\int_0^\infty u\,q(u)\,du
=2N\sigma^2\int_0^\infty D(t)\int_0^t u\,du\,dt\nonumber\\
&=N\sigma^2\int_0^\infty t^2D(t)\,dt=\tfrac12m_2\sigma^2N .
\end{align}
If $D$ is nowhere negative, the energy rises, as it must when electrons are only moved upward.

This energy is not stationary with respect to the occupations. To obtain a stationary quantity, subtract $\sigma S$, where $S$ is a sum of one term $s$ per state. Stationarity of $(\varepsilon-\mu)f-\sigma s$ in $f$ requires
\begin{equation}
\frac{ds}{df}=\frac{\varepsilon-\mu}{\sigma}=-x .
\end{equation}
Since $df/dx=D$, this means $ds/dx=-xD(x)$. With $s=0$ for an empty state,
\begin{equation}
s(x)=-\int_{-\infty}^{x}tD(t)\,dt .
\end{equation}
The condition $m_1=0$ makes $s$ vanish for a full state too. For Fermi--Dirac occupations, $x=\ln[f/(1-f)]$, and integrating $ds/df=-x$ gives $s=-f\ln f-(1-f)\ln(1-f)$. This is the thermal entropy in units of $k$, with $\sigma=kT$.

Integration by parts gives the total for constant $N$:
\begin{equation}
S=N\sigma\int s\,dx=-N\sigma\int x\frac{ds}{dx}\,dx=m_2\sigma N .
\end{equation}
The generalized free energy $F=E-\sigma S$ therefore obeys
\begin{equation}
F-E_0=\left(\tfrac12-1\right)m_2\sigma^2N=-\tfrac12m_2\sigma^2N .
\label{flat}
\end{equation}
The entropy term is twice the energy rise, which is why the free energy falls.

\subsection{The two second moments}

For the Gaussian $D=e^{-t^2}/\sqrt\pi$, $m_2=1/2$. For Fermi--Dirac, $D=e^t/(1+e^t)^2=-\frac{d}{dt}(1+e^t)^{-1}$. Evenness and one integration by parts give
\begin{align}
m_2&=4\int_0^\infty\frac{t\,dt}{e^t+1}
=4\sum_{j=1}^{\infty}(-1)^{j+1}\int_0^\infty te^{-jt}\,dt\nonumber\\
&=4\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}
=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\end{align}
As a limit, $S=(\pi^2/3)kT\,N$ is the linear low-temperature entropy of a metal. If $T$ is the physical electron temperature, the shift of $F$ is a thermal effect. It is an error when the zero-temperature energy is wanted.

Equal leading shifts require equal $m_2\sigma^2$:
\begin{equation}
\tfrac12\sigma_G^2=\frac{\pi^2}{3}(kT)^2
\quad\Longrightarrow\quad
\sigma_G=\pi\sqrt{\tfrac23}\,kT=2.565\,kT .
\label{match}
\end{equation}
The product $m_2\sigma^2$ is the variance of the broadening in energy, so the rule equates variances. If a Gaussian is specified by its standard deviation $\sigma_G/\sqrt2$, the factor is $\pi/\sqrt3=1.814$.

\section{Any density of states}

Now drop the constant $N$ and the evenness of $D$. Consider the grand potential of one level, using $\varepsilon-\mu=-\sigma x$:
\begin{align}
\omega&=(\varepsilon-\mu)f-\sigma s
=-\sigma\int_{-\infty}^{x}(x-t)D(t)\,dt\nonumber\\
&=\int_{-\infty}^{\infty}D(t)\,\min(\varepsilon-\mu+\sigma t,\,0)\,dt .
\end{align}
The last form holds because $-\sigma(x-t)=\varepsilon-\mu+\sigma t$ is negative when $t<x$. With sharp occupations the level contributes $\min(\varepsilon-\mu,0)$. Summing over levels,
\begin{equation}
\Omega(\mu,\sigma)=\int_{-\infty}^{\infty}D(t)\,\Omega_0(\mu-\sigma t)\,dt .
\label{conv}
\end{equation}
No expansion has been made, and the levels may be discrete.

An insulator gives a useful limit. For $\mu$ inside a gap, $\Omega_0=E_0-\mu n$ is linear in $\mu$. Because $m_1=0$, averaging a linear function leaves it unchanged. The bias then comes from the tails of $D$ that reach beyond the gap.

For a metal, $\Omega_0(\mu)=\int^{\mu}(\varepsilon-\mu)N(\varepsilon)\,d\varepsilon$. Its first derivative is $-n(\mu)$, the negative electron number, and its second is $-N(\mu)$. Expanding in $-\sigma t$ and averaging gives
\begin{equation}
\Omega-\Omega_0=-\tfrac12m_2\sigma^2N+\tfrac16m_3\sigma^3N'
-\tfrac1{24}m_4\sigma^4N''+\cdots .
\label{series}
\end{equation}
For constant $N$ this returns Eq.~(\ref{flat}). The expansion requires $N$ to be smooth over several widths around $E_F$. A band edge or another singularity within that range adds a correction that the series does not contain.

\section{Fixed electron number}

A calculation fixes the electron number $n_e$, so $\mu$ moves. From $n_\sigma=-\partial\Omega/\partial\mu$,
\begin{equation}
n_\sigma(\mu)=n(\mu)+\tfrac12m_2\sigma^2N'(\mu)+\cdots .
\end{equation}
Setting this equal to $n_e=n(E_F)$ and writing $\mu=E_F+\delta\mu$ gives, for fixed bands,
\begin{equation}
\delta\mu=-\frac{m_2\sigma^2N'}{2N}.
\label{dmu}
\end{equation}
For $m_2>0$, a density of states that falls with energy pushes $\mu$ up; a constant one leaves it in place.

Define $g(\mu)=\Omega(\mu,\sigma)+\mu n_e$. Its value at the correct $\mu$ is $F$, and there $g'=n_e-n_\sigma=0$. To leading order $g''=-N$, so $g(E_F)=F-\frac12N\delta\mu^2$. Since $E_0=\Omega_0(E_F)+E_Fn_e$,
\begin{align}
F-E_0&=\Omega(E_F,\sigma)-\Omega_0(E_F)+\tfrac12N\delta\mu^2\nonumber\\
&=-\tfrac12m_2\sigma^2N+\tfrac16m_3\sigma^3N'\nonumber\\
&\quad+\sigma^4\left(-\frac{m_4N''}{24}+\frac{m_2^2N'^2}{8N}\right)+\cdots .
\label{fixedn}
\end{align}
The shift of $\mu$ first enters at fourth order. The $\sigma^2$ coefficient is the same at fixed number as at fixed $\mu$.

\section{Self-consistent bands}

The potential also responds to smearing. Take a mean-field model with one density component $r$, the sum over occupied states of $\langle\cos Gx\rangle$ per cell. The electrons feel $(W_0+Ur)\cos Gx$, and the interaction energy is $\frac12Ur^2$. The band sum contains $Ur^2$, so half of it is subtracted:
\begin{equation}
\Phi(r,\sigma)=F_{\rm band}(r,\sigma)-\tfrac12Ur^2 .
\end{equation}
Because $F_{\rm band}$ is stationary in the occupations, its derivative with respect to $r$ is the expectation value of the changed potential, $Ur_{\rm out}$. Hence $\partial\Phi/\partial r=U(r_{\rm out}-r)$, which vanishes at self-consistency.

Let $r_0$ be the zero-width solution and $r_0+\delta r$ the smeared one. At fixed $r_0$, Eq.~(\ref{fixedn}) applies, so smearing changes $\partial\Phi/\partial r$ by a term of order $m_2\sigma^2$. If $\Phi_{rr}=\partial^2\Phi/\partial r^2\neq0$, then $\delta r$ is of the same order, and
\begin{equation}
\Phi(r_0+\delta r,\sigma)=\Phi(r_0,\sigma)-\tfrac12\Phi_{rr}\,\delta r^2+\cdots .
\end{equation}
The response adds a term of order $\sigma^4$. The leading law survives, with $N(E_F)$ taken from the self-consistent zero-width bands. For $U=0$ the fixed-band result returns. Near an instability, where $\Phi_{rr}\to0$ at nonzero $U$, the estimate of $\delta r$ breaks down, and the response term need not be of order $\sigma^4$. In Kohn--Sham theory the full density plays the part of $r$, and the same argument applies if the free-energy functional is stationary and its response is regular.

Stationarity also means that the derivative of $F$ with respect to $\sigma$ comes from the explicit factor in $-\sigma S$. Therefore
\begin{equation}
S=-\frac{\partial F}{\partial\sigma},\qquad
E=F-\sigma\frac{\partial F}{\partial\sigma}.
\label{energy}
\end{equation}
A term $c\sigma^p$ in $F$ becomes $(1-p)c\sigma^p$ in $E$. For $p=2$ the sign reverses, so $(E+F)/2$ removes the leading bias.

\section{Broadenings with zero second moment}

First-order Methfessel--Paxton smearing uses $D=(\frac32-t^2)e^{-t^2}/\sqrt\pi$. The Gaussian averages of $t^2$, $t^4$ and $t^6$ are $\frac12$, $\frac34$ and $\frac{15}8$, so $m_2=\frac34-\frac34=0$ and $m_4=\frac98-\frac{15}8=-\frac34$.

Cold smearing uses $D=(1-\sqrt2\,y)e^{-y^2}/\sqrt\pi$ with $t=y+1/\sqrt2$. With Gaussian averages over $y$,
\begin{align}
m_1&=\tfrac1{\sqrt2}-\sqrt2\cdot\tfrac12=0,\qquad
m_2=\left(\tfrac12+\tfrac12\right)-\sqrt2\cdot\tfrac1{\sqrt2}=0,\nonumber\\
m_3&=\left(\tfrac3{2\sqrt2}+\tfrac1{2\sqrt2}\right)
-\sqrt2\left(\tfrac34+\tfrac34\right)=-\tfrac1{\sqrt2}.
\end{align}
Its leading bias is thus $m_3\sigma^3N'/6$.

\section{A plane-wave crystal in numbers}

Take the one-dimensional version of this model with round parameters: lattice constant $a=2$~\AA, $G=2\pi/a$, one electron per cell, $W_0=6$~eV and $U=10$~eV. The Hamiltonian is diagonalized in nine plane waves.

For the zero-width reference, the lowest band is filled up to $k_F=\pi/(2a)=0.7854$~\AA$^{-1}$. Gauss--Legendre integration over this sea and a root search for $r$ give $r_0=-0.1338$ and $E_0=0.37924$~eV. The band velocity at $k_F$ is $v=d\varepsilon/dk=5.675$~eV\,\AA. Since $n=2ak_F/\pi$,
\begin{equation}
N(E_F)=\frac{2a}{\pi v}=\frac{4}{\pi(5.675)}=0.2244\ \text{eV}^{-1}.
\end{equation}
A finite difference in $k$ gives $N'=-0.0469$~eV$^{-2}$.

For $kT=0.1$~eV, the matched width is $\sigma_G=0.2565$~eV. Equation~(\ref{flat}) predicts
\begin{equation}
F-E_0=-\tfrac12(3.290)(0.1)^2(0.2244)\ \text{eV}=-3.691\ \text{meV}.
\end{equation}
Self-consistent solutions on a uniform mesh of 400 $k$-points give these shifts per cell:
\begin{center}
\begin{tabular}{lrr}
Smearing & $F-E_0$ (meV) & $E-E_0$ (meV)\\
Fermi--Dirac & $-3.696$ & $3.706$\\
Gaussian & $-3.694$ & $3.700$\\
Methfessel--Paxton & $0.005$ & $-0.014$\\
Cold & $0.104$ & $-0.221$
\end{tabular}
\end{center}
The last three rows use the same $\sigma=0.2565$~eV. The average $(E+F)/2$ differs from $E_0$ by 0.005~meV for Fermi--Dirac and 0.003~meV for the Gaussian. The energy shifts of the last two rows are close to $-3$ and $-2$ times their free-energy shifts, as Eq.~(\ref{energy}) gives for $p=4$ and $p=3$. For cold smearing the cubic term alone is $0.093$~meV; higher orders supply the rest.

The small difference between the first two rows can be traced. At the matched width, all terms that depend on $m_2\sigma^2$ agree, including the fourth-order responses of $\mu$ and $r$. What remains at fourth order is the $m_4$ term. For the Gaussian, $m_4\sigma_G^4=\frac34(\frac23\pi^2)^2(kT)^4=\frac{\pi^4}{3}(kT)^4$. For Fermi--Dirac, $m_4=7\pi^4/15$, as derived below. Thus
\begin{equation}
F_{\rm FD}-F_G=-\frac{1}{24}\left(\frac{7\pi^4}{15}-\frac{\pi^4}{3}\right)(kT)^4N''
=-\frac{\pi^4}{180}(kT)^4N'' .
\end{equation}
Differentiating the zero-width bands gives $N''=0.0331$~eV$^{-3}$, so this term is $-0.00179$~meV, against the computed difference of $-0.00186$~meV. For Methfessel--Paxton smearing, the fourth-order term $\sigma^4N''/32$ is $0.00448$~meV, against the computed shift of $0.00457$~meV. The computed values also contain higher orders.

A search for the Gaussian width with the same full $F$ as Fermi--Dirac at $kT=0.05$~eV gives $\sigma_G/kT=2.5653$, against $2.5651$ from Eq.~(\ref{match}). The occupations are not the same: at matched widths their largest difference is 0.023.

\section{Equal bias, different mesh error}

On a finite mesh, the sharp $\Omega_0(\mu)$ contains oscillations as $\mu$ passes successive levels. Equation~(\ref{conv}) multiplies a component $\cos(\tau\mu+\phi)$ by $\tilde D(\sigma\tau)$, where $\tilde D(q)=\int D(t)\cos(qt)\,dt$ for even $D$.

For Fermi--Dirac, integrate $e^{iqz}D(z)$ around a strip of height $2\pi$. The upper side is $e^{-2\pi q}$ times the lower one. Near the enclosed pole, $D=-1/(z-i\pi)^2$ plus regular terms, so the residue is $-iq\,e^{-\pi q}$ and
\begin{equation}
\tilde D(q)=\frac{2\pi q\,e^{-\pi q}}{1-e^{-2\pi q}}=\frac{\pi q}{\sinh\pi q}
=1-\frac{\pi^2q^2}{6}+\frac{7\pi^4q^4}{360}-\cdots .
\end{equation}
The coefficient of $q^4$ is $m_4/24$, hence $m_4=7\pi^4/15$.

With $y=\pi kT\tau$, the damping factors at matched widths are $y/\sinh y$ for Fermi--Dirac and $e^{-\sigma_G^2\tau^2/4}=e^{-y^2/6}$ for the Gaussian. Compare the series
\begin{equation}
\frac{\sinh y}{y}=\sum_{j\ge0}\frac{y^{2j}}{(2j+1)!},\qquad
e^{y^2/6}=\sum_{j\ge0}\frac{y^{2j}}{6^j\,j!}.
\end{equation}
From $j-1$ to $j$, the first denominator grows by $2j(2j+1)\ge6j$ and the second by $6j$. Hence $e^{-y^2/6}\le y/\sinh y$: at equal leading bias, the Gaussian damps each oscillation at least as strongly.

In the example, levels near $E_F$ are spaced by about $v\,\Delta k$, with $\Delta k=\pi/N_k$ in \AA$^{-1}$ for $N_k$ points. For $N_k=40$ this is 0.446~eV, so $\tau=2\pi/(v\,\Delta k)=14.1$~eV$^{-1}$ and $y=4.43$. The factors are 0.106 and 0.038, a ratio of 0.36. Relative to the 400-point results, the computed errors in $F$ are $-0.236$~meV for Fermi--Dirac and $-0.084$~meV for the Gaussian, also a ratio of 0.36. At 60 points they are $-0.0170$ and $-0.0004$~meV. Their ratio, 0.02, lies below the estimate of 0.04, which assumes a constant velocity. On both meshes $k_F$ lies midway between two points, where the leading oscillation is at an extremum. The inequality bounds amplitudes, not the error on a given mesh. With 33 points, $k_F$ lies a quarter spacing from a point, and the errors are $0.007$~meV for Fermi--Dirac and $-0.060$~meV for the Gaussian.

The factor 2.565 therefore matches the leading energy bias of a metal whose $N$ is smooth over several widths around $E_F$. Near a band edge it becomes approximate: for fixed bands of this model with 0.15 electrons per cell, $E_F$ lies 0.05~eV above the band bottom, and equal $F$ at $kT=0.1$~eV needs $\sigma_G/kT=2.50$. In a gap the tails of $D$ set the bias, and the factor does not apply. It does not make the two schemes equivalent in their occupations or in the mesh they need.
